# First-order spherical-harmonics transport in total energy: an M-matrix scheme

## What goes wrong on a kinetic-energy grid

In a device, an electron that moves along $x$ also changes its kinetic energy $\varepsilon$. The transport operator for the isotropic occupation therefore contains $\partial_x+F\partial_\varepsilon$, a derivative along slanted lines of the $(x,\varepsilon)$ plane. Take the bilinear estimate of this derivative in a grid rectangle with corner values $f_{00},f_{10},f_{01},f_{11}$ (first index $x$, second $\varepsilon$):

$$-(a+b)f_{00}+(a-b)f_{10}-(a-b)f_{01}+(a+b)f_{11},\quad a=\frac1{2\Delta x},\; b=\frac F{2\Delta\varepsilon}.$$

The symmetric diffusion matrix is built from products of these coefficients. Neighbours in $x$ receive $b^2-a^2$, and neighbours in $\varepsilon$ receive $a^2-b^2$. One of the two is positive unless $|F|\Delta x=\Delta\varepsilon$. For the peak field of the example below, 0.0736 MV/cm, with $\Delta x=2$ nm and $\Delta\varepsilon=5$ meV, the largest positive off-diagonal is 0.40 of the largest diagonal entry. The sign structure that guarantees nonnegative occupations is then lost. Total energy as the coordinate restores it.

## Model and projection

The stationary Boltzmann equation is

$$v\,\hat k\cdot\nabla f+\frac1\hbar F\cdot\nabla_k f=Q[f],\qquad F=-\nabla E_c(r).$$

The band $\varepsilon(k)$ is spherical, $v$ is the speed, the band edge $E_c$ is given, and there is no magnetic field. Electrons are nondegenerate, so $1-f\approx1$. Acoustic scattering is elastic and isotropic; optical phonons of energy $\hbar\omega$ scatter isotropically and stay in equilibrium at temperature $T$. The first-order ansatz is $f=f_0(r,\varepsilon)+f_1(r,\varepsilon)\cdot\hat k$. The density of states per spin and valley is $g(\varepsilon)=\int\frac{d^3k}{(2\pi)^3}\,\delta(\varepsilon-\varepsilon(k))$.

**Balance equation.** Multiply by $\delta(\varepsilon-\varepsilon(k))$ and integrate over $k$. Since $\hat k_i\hat k_j$ averages to $\delta_{ij}/3$, the spatial term gives $\nabla\cdot J$ with $J=gvf_1/3$. In the force term, integrate by parts and use $\nabla_k\delta(\varepsilon-\varepsilon(k))=-\hbar v\hat k\,\partial_\varepsilon\delta(\varepsilon-\varepsilon(k))$. The two minus signs cancel:

$$\nabla\cdot J+F\cdot\partial_\varepsilon J=gS_0 ,$$

where $S_0$ is the angular average of $Q$.

**Flux equation.** Multiply by $3\hat k$ and average over angle. Streaming of $f_0$ gives $v(\nabla+F\partial_\varepsilon)f_0$. Streaming of $f_1\cdot\hat k$ is even in $\hat k$ and drops out. The second harmonic would contribute here; neglecting it is the truncation. Isotropic in-scattering has no first harmonic, so out-scattering alone remains:

$$v(\nabla+F\partial_\varepsilon)f_0=-\frac{f_1}{\tau},\qquad J=-D(\nabla+F\partial_\varepsilon)f_0,\qquad D=\frac{gv^2\tau}{3}.$$

Here $1/\tau$ is the total scattering rate. An anisotropic elastic process would enter with its rate weighted by $1-\cos\theta$.

## The H-transformation

Let $H=\varepsilon+E_c(r)$ and regard $f_0$ as a function of $(r,H)$. At fixed $H$, $\nabla\varepsilon=-\nabla E_c=F$, so the chain rule gives

$$\nabla|_H=\nabla|_\varepsilon+F\partial_\varepsilon .$$

This is the combination in both projected equations. Hence

$$-\nabla\cdot(D\nabla f_0)+(\text{phonon loss}-\text{phonon gain})=0\quad\text{at fixed }H,$$

with $D$ evaluated at $\varepsilon=H-E_c(r)$. The force now appears only through this argument and through the domain $H>E_c(r)$. At the band edge $D\to0$, so no flux leaves there.

Both projections were tested at $x=100$ nm, $\varepsilon=0.1$ eV in the example's band edge. Angular quadrature of the Cartesian streaming operator, applied to smooth trial functions, agreed with the fixed-$H$ derivatives to a relative error of $2.5\times10^{-9}$.

Elastic scattering cancels in $S_0$. With Bose number $N$ and coupling $c$, absorption from $\varepsilon$ has rate $cNg(\varepsilon+\hbar\omega)$ and emission $c(N+1)g(\varepsilon-\hbar\omega)$. Therefore

$$\begin{aligned}gS_0={}&c\,g(\varepsilon)g(\varepsilon+\hbar\omega)\,[(N+1)f_0(H+\hbar\omega)-Nf_0(H)]\\&+c\,g(\varepsilon)g(\varepsilon-\hbar\omega)\,[Nf_0(H-\hbar\omega)-(N+1)f_0(H)].\end{aligned}$$

## Contacts and finite volumes

A contact is an equilibrium reservoir that fixes the incoming half-flux. Over the inward hemisphere, $\frac12\int_0^1\mu\,d\mu=\frac14$ and $\frac12\int_0^1\mu^2d\mu=\frac16$. With $J$ counted inward,

$$\frac{gv f_0}{4}+\frac{gv f_1}{6}=\frac{gv f_{eq}}{4}.$$

Since $gvf_1/6=J/2$, this gives $J=R(f_{eq}-f_0)$ with $R=gv/2$.

Choose $\Delta H$ so that $\hbar\omega=s\,\Delta H$ with integer $s$. Let $G_{ij}$ be the density of states averaged over energy cell $j$ at node $i$, and $V_i$ the cell length (half-length at the ends). Define

$$K_{i+1/2,j}=\frac{D(H_j-E_c(x_{i+1/2}))}{\Delta x},\qquad W_{ij}=cV_iG_{ij}G_{i,j+s}.$$

Cells with $G=0$ are removed, together with their links. Integration over a cell, divided by $\Delta H$, yields

$$\begin{aligned}&\sum_{i'=i\pm1}K\,(f_{ij}-f_{i'j})+W_{ij}[Nf_{ij}-(N+1)f_{i,j+s}]\\&+W_{i,j-s}[(N+1)f_{ij}-Nf_{i,j-s}]+R_{ij}f_{ij}=R_{ij}f^{eq}_{ij}.\end{aligned}$$

$R_{ij}$ is zero away from the contacts. Links through the top of the energy grid are dropped in both directions. Call the matrix $A$.

## Proof of the M-matrix property

A nonsingular M-matrix has nonpositive off-diagonals and a nonnegative inverse. The signs of $A$ can be read off, because $K,W,N\ge0$. In two or three dimensions this needs a mesh with nonnegative face conductances, for example a suitable Delaunay mesh.

Row dominance in $f_0$ does not supply the inverse. The row sum is $R_{ij}-W_{ij}+W_{i,j-s}$, which, below the top $s$ energy levels, is negative wherever the density of states rises with energy and no contact term compensates. In the top $s$ levels the upward link is missing and the sum is not negative. In the example 92 % of the rows have a negative sum. Column sums do better: what leaves one cell enters another, so each column sums to $R_{ij}\ge0$.

A stronger result follows from detailed balance, $(N+1)e^{-\hbar\omega/kT}=N$. Write $f_{ij}=e^{-H_j/kT}\varphi_{ij}$ and $S=A\,E$ with $E=\mathrm{diag}(e^{-H_j/kT})$. The two entries of a phonon link become

$$-W_{ij}(N+1)e^{-(H_j+\hbar\omega)/kT}=-W_{ij}Ne^{-H_j/kT},$$

so they are equal and $S$ is symmetric. Its row sums are $r_a=R_ae^{-H_a/kT}\ge0$, because a Maxwellian balances every internal link. With $s_{ab}=-S_{ab}\ge0$, row $a$ of $S\varphi=b$ reads

$$\sum_b s_{ab}(\varphi_a-\varphi_b)+r_a\varphi_a=b_a .$$

Assume that every cell is linked to a contact by a chain of nonzero links.

1. *Nonsingular.* Multiplying by $\varphi_a$ and summing gives $\varphi^TS\varphi=\sum_{a<b}s_{ab}(\varphi_a-\varphi_b)^2+\sum_a r_a\varphi_a^2$. If this vanishes, $\varphi$ is constant along each chain and zero at its contact end. Hence $\varphi=0$, and $S$ is positive definite.
2. *Nonnegative inverse.* Let $b\ge0$ and suppose the minimum of $\varphi$ is negative, at cell $a$. Every term on the left is then $\le0$ while the right side is $\ge0$, so every term vanishes. The linked neighbours share the minimum, and so on up to a cell with $r>0$, where $r\varphi<0$ is a contradiction. Thus $S^{-1}\ge0$.

Finally $A^{-1}=E\,S^{-1}\ge0$, so $A$ is an M-matrix.

Two consequences are useful as run-time checks. Applying step 2 to $\varphi_{max}-\varphi$ and $\varphi-\varphi_{min}$, where the bounds are the reservoir values, confines $\varphi$ between those values. Summing the rows over $j$ at fixed $i$ cancels the phonon terms, so the current summed over energy is the same through every face.

## Pseudocode

```
choose dH with hw = s*dH
for each node i, energy j:
    G[i,j] = (states below upper edge - below lower edge)/dH
    keep the cell if G[i,j] > 0
for each pair of kept cells (i,j),(i+1,j):
    link both ways with D(H[j] - Ec(x[i+1/2]))/dx
for each pair of kept cells (i,j),(i,j+s):
    W = c*V[i]*G[i,j]*G[i,j+s]
    link upward with W*N, downward with W*(N+1)
link a->b of strength q:  A[a,a] += q;  A[b,a] -= q
contact cells: A[a,a] += R;  rhs[a] = R*f_eq
B = exp(H/kT) * A * exp(-H/kT)      # unknown phi
rhs = exp(H/kT) * rhs
divide each row of B and rhs by the diagonal
factor with diagonal pivots; solve; refine once
f0 = exp(-H/kT) * phi
```

## Cost and numerical stability

A row has at most five entries in one dimension. With a single phonon energy the problem splits into $s$ independent ladders. The example has 20,542 unknowns, $s=12$ and 241 energy levels, so each ladder has about $m=20$ levels. Ordered by position, banded elimination needs of order $nm^2\approx8\times10^6$ operations for all $n$ unknowns. Several phonon energies can join the ladders and raise this cost.

Diagonal pivots are safe. Eliminating cell $a$ from $S$ changes an off-diagonal to $S_{bc}-S_{ba}S_{ac}/S_{aa}\le S_{bc}\le0$ and a row sum to $r_b-(S_{ba}/S_{aa})r_a\ge0$; positive definiteness keeps the pivots positive. The row scalings in $B$ do not alter this.

Row exchanges can do harm. A cell whose upper energy limit barely exceeds the band edge has tiny $G$. Where the band edge is nearly flat, the cell's midpoint energy lies below the edge at both neighbouring faces, so $D=0$ there and only the tiny phonon links remain in its row. In $B$, its column holds $WN$ on the diagonal and $-W(N+1)$ in the row one phonon higher. Partial pivoting prefers the latter, whose other entries may be many orders larger, and the tiny row can be lost to rounding. In the example the diagonal of $A$ spans a factor $10^9$. With equal reservoirs, where $\varphi=1$ is the exact solution, row pivoting without scaling gave an error of $3.6\times10^{-7}$; the procedure above gave $1.4\times10^{-13}$. The size of the first error depends on rounding, and it sits in the cells without spatial links; cells with spatial links are accurate to about $10^{-12}$. Row scaling, diagonal pivots or one refinement step each bring the error to about $10^{-13}$ on their own.

## Worked example: a barrier device

The band edge, with $x$ in nm and energies in eV, is

$$E_c=0.06\,e^{-((x-80)/25)^2}-\frac{0.3}{1+e^{-(x-115)/12}},\qquad 0\le x\le200 .$$

The bias is 0.3 V, $T=300$ K, and each reservoir holds $10^{17}$ cm⁻³. The band obeys $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$ with $m=0.3\,m_e$, $\alpha=0.5$ eV⁻¹ and six valleys. The acoustic rate is $2\pi kT\Xi^2g/(\hbar\rho u^2)$, and $c=\pi K_{op}^2/(\rho\omega)$. The round inputs are $\Xi=10$ eV, $K_{op}=1.2\times10^9$ eV/cm, $\hbar\omega=60$ meV, $\rho=2330$ kg/m³ and $u=9000$ m/s.

In the first-order solution the current density is $1.30\times10^4$ A/cm². At $x=80$ nm the density is $4.70\times10^{15}$ cm⁻³. The mean velocity there, defined as current density over charge density, is $1.72\times10^7$ cm/s:

$$1.602\times10^{-19}\times4.70\times10^{15}\times1.72\times10^7\approx1.30\times10^4\ \text{A/cm}^2 .$$

Refining to 1 nm and 3 meV changes the current by 0.6 %; on finer grids the density at 80 nm rises by about 0.5 % and the transmission quoted below settles near 0.170, so the third digits of these values are not converged. The face currents agree to a relative $3\times10^{-13}$, and $\varphi$ lies between its reservoir values $9.12\times10^{-6}$ and 1. Among the listed positions the first-order mean energy peaks at 146 meV, at 120 nm, well above the 39 meV at the source.

**The truncation error is large here.** Divide the current by the flux injected from the source. The first-order transmission is 0.168. Monte Carlo for the untruncated equation, with the same band edge, band and phonons, gives $0.102\pm0.001$ (one standard error). The first-order current is thus about 1.65 times the Monte Carlo value, with an uncertainty of about 0.02 from sampling and a similar upward shift on finer grids. Local values suffer too: the velocity of $1.72\times10^7$ cm/s at 80 nm, close to the barrier top, is well above the $\sqrt{2kT/\pi m}\approx0.98\times10^7$ cm/s of a one-sided thermal stream.

It even exceeds the ballistic limit. For a spherical band $gv=k^2/(2\pi^2\hbar)$, so the flux that a source Maxwellian can send over a barrier top $E_t$ is a fraction

$$\frac{\int_{E_t}^\infty k^2(H-E_t)e^{-H/kT}dH}{\int_0^\infty k^2(\varepsilon)e^{-\varepsilon/kT}d\varepsilon}=e^{-E_t/kT}=e^{-47.3/25.85}=0.160$$

of the injected flux. The mechanism is visible in the equation. Without energy exchange between levels (the optical rates kept in $\tau$), the first-order flux at fixed $H$ is

$$\frac{f_s-f_d}{1/R_s+\int dx/D+1/R_d},$$

where $s$ and $d$ denote source and drain. If the barrier is made thinner at fixed height, its part of $\int dx/D$ vanishes. Nothing then enforces the limit $gv/4$ at the top. In this device the formula exceeds that limit only within about 20 meV above the top, by a factor 2.7 near 5 meV, and its integral over $H$ gives a transmission of 0.116, still below 0.160; energy exchange with optical phonons raises it to 0.168. Shrinking all lengths to one half or one quarter raises the full first-order transmission to 0.26 or 0.37, while the ballistic limit stays at 0.160. The thermal mean free path, 55 nm, exceeds the 25 nm width parameter of the barrier. For a flat 200 nm slab with an empty drain the two methods give 0.267 and 0.265, so the large error is not a general failure of the contact terms or the total scattering rates. The slab's transmission hardly depends on energy exchange and does not test that part. The M-matrix property secures nonnegative occupations, and detailed balance secures the bounds on $\varphi$; neither says anything about the neglected harmonics.

**Beside real silicon.** The model's phonon mobility, 1368 cm²/Vs, is near the rough 1400 cm²/Vs of lightly doped silicon at room temperature, but too high for doping near $10^{17}$ cm⁻³, where impurities matter. Poisson's equation gives the net donor density that sustains the prescribed potential, $n+\epsilon_sE_c''/q^2$ with relative permittivity 11.7; it runs from $-1.9\times10^{17}$ to $1.6\times10^{17}$ cm⁻³. Impurities at the peak magnitude, screened as at the contact density and placed everywhere with the potential held fixed, lower the first-order current by 36 %; screening by the local electron density, weaker at the barrier, raises the loss to 43 %, while impurities that follow the local magnitude of the net doping give 29 % with contact screening and 36 % with local screening. Heat flow through 100 µm of material with a rough conductivity of 1.5 W/(cm K) would add $1.30\times10^4\times0.3\times0.01/1.5\approx26$ K in steady, one-dimensional operation at the first-order current, or 16 K at the Monte Carlo current. Smaller estimates are +3 % in injected flux from anisotropic masses, for transport along a cubic crystal axis, and +0.4 % in current from tunnelling (+0.6 % for a transverse mass of $0.19\,m_e$); the largest occupation is 0.004. Truncation and impurity scattering are the largest effects sized here.

## A limit and the failure modes

**Drift-diffusion.** If $\varphi$ is nearly independent of $H$, summing over $H$ removes the phonon terms and leaves $J_{tot}=-\varphi'(x)\int De^{-H/kT}dH$. Since $n\propto\varphi e^{-E_c/kT}$, this is drift-diffusion with

$$\mu=\frac{q}{kT}\,\frac{\int D\,e^{-\varepsilon/kT}d\varepsilon}{\int g\,e^{-\varepsilon/kT}d\varepsilon}.$$

For a flat 100 nm bar with $\varphi$ pinned at its ends, the scheme's flux is 1.0003 times the integral formula. There $\varphi$ is the same at every $H$ from the outset. Where the band edge varies, a single phonon energy does not ensure this even in a long device, because the ladders are separate and each has its own $\varphi(x)$.

**Isolated cells.** In a well below both contact band edges, states reach a contact only by climbing the phonon ladder. Without optical phonons the matrix is singular. For a well $-0.15\,e^{-((x-40)/15)^2}$ eV in an 80 nm device, the slowest decay rate of the matrix on a coarse grid (10 nm, 20 meV) is $1.2\times10^{-2}$ ps⁻¹ with optical phonons and zero to rounding without them. The first value was not tested for grid convergence; it shows only that the matrix is nonsingular. As $T\to0$, $N\to0$ and the upward links fade, so the same failure approaches.

**Broken detailed balance.** If $\hbar\omega$ is rounded to the grid but $N$ is computed from the unrounded value, $S$ is no longer symmetric. The column sums remain nonnegative. Step 2 applied to $A^T$ then still proves the M-matrix property for $N>0$, but the bounds on $\varphi$ and the exact discrete equilibrium are lost. With a single phonon energy, $A$ is still symmetrised by $e^{-H/kT'}$ with $kT'=s\,\Delta H/\ln(1+1/N)$: the phonons act as a bath at $T'$ while the reservoirs stay at $T$.

**Degeneracy.** Factors $1-f$ make the phonon term nonlinear. The proof covers the linear nondegenerate problem, and a Newton matrix needs its own examination.

The remaining values are in the numerical output.

## Computed values

```
temperature 300 K, kT 25.85 meV
mass 0.3 m_e, nonparabolicity 0.5 1/eV, valleys 6
phonon energy 60 meV, Bose number 0.1089
acoustic potential 10 eV, optical coupling 1.2e+09 eV/cm
mass density 2330 kg/m3, sound speed 9000 m/s
relative permittivity 11.7
length 200 nm, bias 0.3 V, barrier term 0.06 eV
contact density 1.0e+17 cm^-3
barrier top 47.3 meV, peak field 0.0736 MV/cm
phonon mobility 1368 cm2/Vs, mean free path 55.2 nm
projection test, largest relative error 2.5e-09
well, slowest decay with phonons 1.231e-02 1/ps
well, slowest decay without phonons -7.5e-14 1/ps
well, smallest/largest inverse entry 0.0e+00
resistor flux / integral formula 1.00025
grid: dx 2 nm, dH 5 meV, unknowns 20542
positive off-diagonal entries 0
smallest / largest diagonal entry 9.0e-10
smallest column sum / diagonal -3.1e-16
smallest row sum / diagonal, f0 form -9.185
share of rows with negative sum, f0 form 0.922
smallest row sum / diagonal, phi form -1.6e-15
equilibrium error of phi, diagonal pivots 1.4e-13
equilibrium error of phi, row pivoting 3.6e-07
phi range 9.4531e-06 to 0.952196
phi of drain reservoir 9.1248e-06
largest relative flux variation 3.1e-13
(x, kinetic) grid: wrong-sign entry / diagonal 0.397
same with aligned grid 0.0e+00
current density 1.2962e+04 A/cm2
change on finer grid (1 nm, 3 meV) 0.58 %
x (nm), edge (eV), n (cm^-3), mean energy (meV), velocity (cm/s)
   0  -0.0000 9.240e+16   39.4 8.756e+05
  40   0.0041 7.090e+16   36.8 1.141e+06
  80   0.0446 4.702e+15   45.2 1.721e+07
 100  -0.0352 5.267e+15   99.0 1.536e+07
 120  -0.1762 9.080e+15  145.5 8.910e+06
 140  -0.2666 4.074e+16   70.7 1.986e+06
 160  -0.2931 9.057e+16   50.1 8.932e+05
 200  -0.2997 1.058e+17   41.9 7.648e+05
net doping range -1.86e+17 to 1.63e+17 cm^-3
slab transmission: first order 0.2668, Monte Carlo 0.2653
device transmission, first order 0.1684
device transmission, Monte Carlo 0.1018 +- 0.0014
device transmission, ballistic limit 0.1603
first order / Monte Carlo current 1.655
impurity scattering at peak doping: current -35.7 %
largest occupation 0.0043
tunnelling at barrier top: current +0.38 %
rough masses 0.92, 0.19: injected flux +2.8 %
largest share of electrons above 1.1 eV 3.2e-14
heating over 100 um at 1.5 W/(cm K): 25.92 K
```
